# Thouless' Theorem: Non-Orthogonal Determinants as Exponentials of Single Excitations: a program that tests the result

```python
"""Thouless' theorem.
Reference |Phi0> = a_1^+ ... a_N^+ |0>; a second determinant has orbitals
b_k^+ = sum_p a_p^+ C[p,k], with occupied block Co and virtual block Cv.
Result under test, valid when det(Co) is not zero:
  |Phi> = det(Co) exp(sum_ai t[a,i] a_a^+ a_i) |Phi0>,  t = Cv Co^-1.
Determinants are built explicitly in the Fock space of M = 8 spin orbitals.
The example is a hydrogen chain: restricted reference, unrestricted target.
"""
import math
import numpy as np
from scipy.linalg import expm
from pyscf import gto, scf

M, N = 8, 4
V = M - N
rng = np.random.default_rng(7)


def creation_matrix(mode):
    result = np.eye(1)
    for q in range(M):
        if q < mode:
            factor = np.diag([1.0, -1.0])
        elif q == mode:
            factor = np.array([[0.0, 0.0], [1.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


create = [creation_matrix(p) for p in range(M)]
destroy = [c.T for c in create]
dim = 2**M
vacuum = np.zeros(dim)
vacuum[0] = 1.0
for p in range(M):
    for q in range(M):
        anti = create[p] @ destroy[q] + destroy[q] @ create[p]
        assert np.allclose(anti, np.eye(dim) * (p == q))


def determinant_state(C):
    """Apply the creation operators of the columns of C to the vacuum."""
    state = vacuum
    for k in reversed(range(C.shape[1])):
        state = sum(C[p, k] * (create[p] @ state) for p in range(M))
    return state


reference = determinant_state(np.eye(M)[:, :N])
excite = [[create[N + a] @ destroy[i] for i in range(N)] for a in range(V)]


def excitation_operator(t):
    return sum(t[a, i] * excite[a][i] for a in range(V) for i in range(N))


def exponential_series(operator, start):
    """Finite series; checks that the order N + 1 term vanishes."""
    term, total = start, start
    for n in range(1, N + 1):
        term = operator @ term / n
        total = total + term
    assert np.allclose(operator @ term, 0, atol=1e-9)
    return total


def thouless_matrix(C):
    return C[N:] @ np.linalg.inv(C[:N])


def random_complex(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


# Theorem for random complex, non-orthonormal orbitals
largest_error = 0.0
for trial in range(5):
    C = random_complex(M, N)
    C[:N] += 3 * np.eye(N)
    state = determinant_state(C)
    overlap = reference @ state
    assert np.isclose(overlap, np.linalg.det(C[:N]))
    t = thouless_matrix(C)
    exp_state = exponential_series(excitation_operator(t), reference)
    error = np.linalg.norm(state - np.linalg.det(C[:N]) * exp_state)
    largest_error = max(largest_error, error / np.linalg.norm(state))
    # uniqueness: t is read off from the single excitations of the state
    singles = np.array([[(excite[a][i] @ reference) @ state / overlap
                         for i in range(N)] for a in range(V)])
    assert np.allclose(singles, t)
    # change of basis among the occupied orbitals
    G = random_complex(N, N)
    assert np.allclose(determinant_state(C @ G), np.linalg.det(G) * state)
    assert np.allclose(thouless_matrix(C @ G), t)
    # norm of the exponential state
    norm2 = np.vdot(exp_state, exp_state).real
    assert np.isclose(norm2, np.linalg.det(np.eye(N) + t.conj().T @ t).real)
    # every double-excitation coefficient is a 2 x 2 minor of t
    for a in range(V):
        for b in range(a):
            for i in range(N):
                for j in range(i):
                    double = excite[a][i] @ (excite[b][j] @ reference)
                    minor = t[a, i] * t[b, j] - t[a, j] * t[b, i]
                    assert np.isclose(double @ exp_state, minor)
assert largest_error < 1e-11

# Commuting excitations and the transformed creation operators
flat = [x for row in excite for x in row]
for x in flat:
    for y in flat:
        assert np.allclose(x @ y, y @ x)
t = 0.5 * random_complex(V, N)
T = excitation_operator(t)
exp_plus = exponential_series(T, np.eye(dim))
exp_minus = exponential_series(-T, np.eye(dim))
assert np.allclose(exp_plus @ vacuum, vacuum)
for i in range(N):
    dressed = create[i] + sum(t[a, i] * create[N + a] for a in range(V))
    assert np.allclose(exp_plus @ create[i] @ exp_minus, dressed)
# converse: an arbitrary t gives a determinant with overlap one
assert np.allclose(exp_plus @ reference,
                   determinant_state(np.vstack([np.eye(N), t])))
assert np.isclose(reference @ exp_plus @ reference, 1)

# Excluded case: singular occupied block, nonzero but orthogonal state
C = random_complex(M, N)
C[:N, N - 1] = C[:N, : N - 1].sum(axis=1)
state = determinant_state(C)
assert np.linalg.norm(state) > 0.1
assert abs(reference @ state) < 1e-11 * np.linalg.norm(state)

# Unitary orbital rotation and the tangent relation
K = random_complex(V, N)
K *= 1.2 / np.linalg.norm(K, 2)
kappa = np.zeros((M, M), complex)
kappa[N:, :N] = K
kappa[:N, N:] = -K.conj().T
rotated_orbitals = expm(kappa)[:, :N]
K_op = excitation_operator(K)
rotated_state = expm(K_op - K_op.conj().T) @ reference
assert np.allclose(rotated_state, determinant_state(rotated_orbitals))
W, theta, Vh = np.linalg.svd(K)
t_tangent = W @ np.diag(np.tan(theta)) @ Vh
assert np.allclose(thouless_matrix(rotated_orbitals), t_tangent)
tangent_state = exponential_series(excitation_operator(t_tangent), reference)
assert np.allclose(rotated_state, np.prod(np.cos(theta)) * tangent_state)

# Hydrogen chain: restricted reference and unrestricted target
spacing = 3.0
mol = gto.M(atom=[["H", (0, 0, spacing * k)] for k in range(4)],
            basis="sto-3g", unit="Bohr", verbose=0)
rhf = scf.RHF(mol)
rhf.conv_tol = 1e-12
rhf.conv_tol_grad = 1e-8
rhf.max_cycle = 200
rhf.kernel()
uhf = scf.UHF(mol)
uhf.conv_tol = 1e-12
uhf.conv_tol_grad = 1e-8
uhf.max_cycle = 200
uhf.kernel(dm0=np.array([np.diag([1.0, 0, 1, 0]), np.diag([0, 1.0, 0, 1])]))
assert rhf.converged and uhf.converged
assert uhf.e_tot < rhf.e_tot - 1e-3

S = mol.intor("int1e_ovlp")
R = rhf.mo_coeff * np.sign(rhf.mo_coeff[0])
parity = np.sign(R[0] * R[3])
assert np.allclose(R[::-1], R * parity, atol=1e-6)
blocks = []
for spin in range(2):
    U = uhf.mo_coeff[spin][:, uhf.mo_occ[spin] > 0.5]
    U = U * np.sign(U[np.argmax(abs(U), axis=0), np.arange(2)])
    blocks.append(R.T @ S @ U)
# Mode order: occupied alpha, occupied beta, virtual alpha, virtual beta
modes = [[0, 1, 4, 5], [2, 3, 6, 7]]
C = np.zeros((M, N))
for spin in range(2):
    C[np.ix_(modes[spin], [2 * spin, 2 * spin + 1])] = blocks[spin]
t = thouless_matrix(C)
t_alpha, t_beta = t[:2, :2], t[2:, 2:]
assert np.allclose(t[:2, 2:], 0) and np.allclose(t[2:, :2], 0)
assert np.allclose(t_beta, np.outer(parity[2:], parity[:2]) * t_alpha,
                   atol=1e-5)
exp_state = exponential_series(excitation_operator(t), reference)
target = determinant_state(C)
assert np.allclose(target, np.linalg.det(C[:N]) * exp_state)
assert np.isclose(target @ target, 1)

# Energy from the many-electron Hamiltonian in the restricted orbital basis
h = R.T @ rhf.get_hcore() @ R
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), R, R, R, R,
                optimize=True)
E = [[sum(create[m[p]] @ destroy[m[q]] for m in modes) for q in range(4)]
     for p in range(4)]


def energy(state):
    result = mol.energy_nuc() * state
    for p in range(4):
        for q in range(4):
            result = result + h[p, q] * (E[p][q] @ state)
            for r in range(4):
                for s in range(4):
                    pair = E[p][q] @ (E[r][s] @ state)
                    if q == r:
                        pair = pair - E[p][s] @ state
                    result = result + 0.5 * eri[p, q, r, s] * pair
    return state @ result / (state @ state)


energy_reference = energy(reference)
energy_exponential = energy(exp_state)
assert abs(energy_reference - rhf.e_tot) < 1e-8
assert abs(energy_exponential - uhf.e_tot) < 1e-8

# Weight of each excitation rank and principal angles
rank = sum(np.diag(create[N + a] @ destroy[N + a]) for a in range(V))
norm2 = exp_state @ exp_state
weights = [np.sum(exp_state[np.isclose(rank, n)]**2) / norm2
           for n in range(N + 1)]
symmetric = np.poly(t.T @ t) * (-1.0)**np.arange(N + 1)
assert np.allclose(weights, symmetric / np.linalg.det(np.eye(N) + t.T @ t))
assert math.isclose(sum(weights), 1, rel_tol=1e-10)
cosines = np.linalg.svd(blocks[0][:2], compute_uv=False)
angles = np.arccos(np.clip(cosines, -1, 1))
tangents = np.linalg.svd(t_alpha, compute_uv=False)
assert np.allclose(np.sort(np.tan(angles)), np.sort(tangents), atol=1e-6)
double_alpha = (excite[0][0] @ (excite[1][1] @ reference)) @ exp_state
assert np.isclose(double_alpha, np.linalg.det(t_alpha))


def show(label, matrix):
    for k, row in enumerate(matrix):
        print(f"{label} row {k + 1}: " + "  ".join(f"{x:+.6f}" for x in row))


print(f"random tests: spin orbitals {M}, electrons {N}")
print(f"largest relative error of theorem: {largest_error:.0e}")
print(f"H4 chain, STO-3G, spacing: {spacing:.1f} bohr")
print("RHF orbital parities 1-4:", " ".join(f"{x:+.0f}" for x in parity))
show("alpha Co", blocks[0][:2])
show("alpha Cv", blocks[0][2:])
print(f"det Co alpha: {np.linalg.det(blocks[0][:2]):+.6f}")
print(f"det Co beta: {np.linalg.det(blocks[1][:2]):+.6f}")
show("alpha inverse Co", np.linalg.inv(blocks[0][:2]))
show("t alpha (virtual 3,4; occupied 1,2)", t_alpha)
show("t beta (virtual 3,4; occupied 1,2)", t_beta)
print("principal angles alpha:",
      " ".join(f"{x:.4f}" for x in np.degrees(angles)), "degrees")
print("singular values of t alpha:", " ".join(f"{x:.6f}" for x in tangents))
print(f"alpha-alpha double coefficient, det t alpha: {double_alpha:+.6f}")
print(f"overlap <RHF|UHF>: {reference @ target:+.6f}")
print(f"squared norm of exp(T)|RHF>: {norm2:.6f}")
for n, weight in enumerate(weights):
    print(f"weight of excitation rank {n} in UHF state: {weight:.6f}")
print(f"RHF energy from pyscf: {rhf.e_tot:.8f} hartree")
print(f"UHF energy from pyscf: {uhf.e_tot:.8f} hartree")
print(f"energy of exp(T)|RHF>: {energy_exponential:.8f} hartree")
print(f"UHF minus RHF energy: {uhf.e_tot - rhf.e_tot:.8f} hartree")
print("no test failed")
```

Printed output:

```
random tests: spin orbitals 8, electrons 4
largest relative error of theorem: 1e-15
H4 chain, STO-3G, spacing: 3.0 bohr
RHF orbital parities 1-4: +1 -1 +1 -1
alpha Co row 1: +0.886670  +0.234449
alpha Co row 2: +0.214467  -0.780851
alpha Cv row 1: +0.115292  -0.575291
alpha Cv row 2: +0.393102  +0.065923
det Co alpha: -0.742639
det Co beta: +0.742639
alpha inverse Co row 1: +1.051455  +0.315697
alpha inverse Co row 2: +0.288790  -1.193945
t alpha (virtual 3,4; occupied 1,2) row 1: -0.044914  +0.723263
t alpha (virtual 3,4; occupied 1,2) row 2: +0.432367  +0.045392
t beta (virtual 3,4; occupied 1,2) row 1: -0.044914  -0.723263
t beta (virtual 3,4; occupied 1,2) row 2: -0.432367  +0.045392
principal angles alpha: 23.4670 35.9430 degrees
singular values of t alpha: 0.725024 0.434128
alpha-alpha double coefficient, det t alpha: -0.314753
overlap <RHF|UHF>: -0.551512
squared norm of exp(T)|RHF>: 3.287685
weight of excitation rank 0 in UHF state: 0.304165
weight of excitation rank 1 in UHF state: 0.434426
weight of excitation rank 2 in UHF state: 0.215385
weight of excitation rank 3 in UHF state: 0.043038
weight of excitation rank 4 in UHF state: 0.002985
RHF energy from pyscf: -1.77917257 hartree
UHF energy from pyscf: -1.91629411 hartree
energy of exp(T)|RHF>: -1.91629411 hartree
UHF minus RHF energy: -0.13712154 hartree
no test failed
```
